# Afterpulse Probability and Trap Lifetime from Ordered Inter-Detection Times: test program

```python
# Result under test: afterpulsing of a single-photon avalanche diode can be
# extracted from ordered inter-detection times x with the hazard
#   h(u) = lam + (B*S/tau)*exp(-u/tau),   u = x - dead  (live waiting time),
# lam: Poisson background rate (light + dark), tau: trap lifetime,
# B: mean number of triggering releases after the dead time per avalanche,
# S: memory of all earlier avalanches, S_next = 1 + S*exp(-x/tau).
# Afterpulse probability of an isolated avalanche: P = 1 - exp(-B).
# Times are in ns and rates in 1/ns; 1 kcps = 1e-6 per ns.
import heapq
import numpy as np
from scipy import constants, integrate, special, stats

KCPS = 1e-6


def simulate(n, lam, filled, trigger, tau, dead, rng):
    """Follow single traps and photons; the hazard formula is not used."""
    n_photons = int(1.02 * n * (1 + lam * dead)) + 2000
    photons = np.cumsum(rng.exponential(1 / lam, n_photons)).tolist()
    counts = rng.poisson(filled, n)
    delays = iter(rng.exponential(tau, counts.sum()).tolist())
    chances = iter(rng.random(counts.sum()).tolist())
    heap, times, labels = [], [0.0], []
    t, j = 0.0, 0
    for count in counts.tolist():
        for _ in range(count):
            heapq.heappush(heap, t + next(delays))
        live = t + dead
        while photons[j] < live:
            j += 1
        t, from_trap = photons[j], False
        while heap and heap[0] < t:
            release = heapq.heappop(heap)
            if release >= live and next(chances) < trigger:
                t, from_trap = release, True
                break
        if not from_trap:
            j += 1
        times.append(t)
        labels.append(from_trap)
    return np.array(times), np.array(labels)


def trap_memory(x, tau):
    """Memory factor S of each interval and its derivative to ln(tau)."""
    ratio = x / tau
    s, d, s_list, d_list = 1.0, 0.0, [], []
    for e, r in zip(np.exp(-ratio).tolist(), ratio.tolist()):
        s_list.append(s)
        d_list.append(d)
        d = e * (d + s * r)
        s = 1.0 + e * s
    return np.array(s_list), np.array(d_list)


def evaluate(theta, x, dead, carry=True, weights=None):
    """Log-likelihood, score, information, trap share, integrated hazard."""
    lam, b, tau = np.exp(theta)
    u = x - dead
    s, d = trap_memory(x, tau) if carry else (np.ones_like(x), np.zeros_like(x))
    w = np.ones_like(x) if weights is None else weights
    decay = np.exp(-u / tau)
    trap = b * s * decay / tau
    h = lam + trap
    share = trap / h
    cumulative = lam * u + b * s * (1 - decay)
    dlog = np.array([lam / h, share, share * (u / tau - 1 + d / s)])
    dcum = np.array([lam * u, b * s * (1 - decay),
                     b * d * (1 - decay) - b * s * decay * u / tau])
    loglik = np.sum(w * (np.log(h) - cumulative))
    return loglik, (dlog - dcum) @ w, (dlog * w) @ dlog.T, share, cumulative


def first_guess(x, dead, carry):
    """Tail slope gives lam, the median gives B, a coarse grid gives tau."""
    u = x - dead
    cut = np.median(u)
    lam = 1 / np.mean(u[u > cut] - cut)
    b = max(np.log(2) - lam * cut, 0.005)
    grid = [np.log([lam, b, dead * f]) for f in (0.5, 1.0, 2.0, 4.0)]
    return max(grid, key=lambda th: evaluate(th, x, dead, carry)[0])


def fit(x, dead, carry=True, weights=None, start=None):
    """Scoring iteration with step halving; returns theta, covariance, logL."""
    theta = first_guess(x, dead, carry) if start is None else np.array(start)
    now = evaluate(theta, x, dead, carry, weights)
    for _ in range(200):
        step = np.linalg.solve(now[2], now[1])
        if now[1] @ step < 1e-8:      # distance to maximum: 1e-4 std errors
            return theta, np.linalg.inv(now[2]), now[0]
        step *= min(1.0, 0.7 / np.max(np.abs(step)))
        for _ in range(40):
            new = evaluate(theta + step, x, dead, carry, weights)
            if new[0] >= now[0] - 1e-7:   # allowance for summation rounding
                break
            step = step / 2
        else:
            raise RuntimeError("no ascent step found")
        theta, now = theta + step, new
    raise RuntimeError("scoring did not converge")


def live_grid(lam):
    """Composite Gauss-Legendre nodes and weights for the live wait."""
    edges = np.concatenate([[0.0], np.geomspace(1.0, 40 / lam, 50)])
    z, w = np.polynomial.legendre.leggauss(12)
    half = np.diff(edges)[:, None] / 2
    return ((edges[:-1, None] + half) + half * z).ravel(), (half * w).ravel()


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


rng = np.random.default_rng(20240)
# ---------------------------------------------------------------- example
dead, tau, lam = 50.0, 60.0, 500 * KCPS
filled, trigger, n = 0.12, 0.5, 200000
a_true = filled * trigger
b_true = a_true * np.exp(-dead / tau)
p_true = 1 - np.exp(-b_true)
truth = np.log([lam, b_true, tau])
times, labels = simulate(n, lam, filled, trigger, tau, dead, rng)
x = np.diff(times)
theta, cov, loglik = fit(x, dead)
se = np.sqrt(np.diag(cov))
assert np.all(np.abs(theta - truth) < 4 * se)
lam_fit, b_fit, tau_fit = np.exp(theta)
p_fit, p_se = 1 - np.exp(-b_fit), np.exp(-b_fit) * b_fit * se[1]
a_fit = b_fit * np.exp(dead / tau_fit)
slope = np.array([0.0, 1.0, -dead / tau_fit])
a_se = a_fit * np.sqrt(slope @ cov @ slope)
assert abs(a_fit - a_true) < 4 * a_se

at_truth = evaluate(truth, x, dead)
ks_main = stats.kstest(at_truth[4], "expon").pvalue
assert ks_main > 1e-3
r = at_truth[3]
label_z = (labels.sum() - r.sum()) / np.sqrt(np.sum(r * (1 - r)))
assert abs(label_z) < 4
r_fit = evaluate(theta, x, dead)[3]
assert abs(np.sum(1 - r_fit) / (lam_fit * np.sum(x - dead)) - 1) < 1e-5

print("EXAMPLE, rough silicon regime")
show("dead time", dead, "ns")
show("true trap lifetime", tau, "ns")
show("true background rate", lam / KCPS, "kcps")
show("mean filled traps per avalanche", filled)
show("trigger probability", trigger)
show("number of intervals", n, "", 7)
show("mean interval", x.mean(), "ns")
show("true A", a_true)
show("true B", b_true)
show("true afterpulse probability", 100 * p_true, "%", 4)
print(f"fitted afterpulse probability: {100*p_fit:.3f} +- {100*p_se:.3f} %")
print(f"fitted trap lifetime: {tau_fit:.2f} +- {tau_fit*se[2]:.2f} ns")
print(f"fitted background: {lam_fit/KCPS:.2f} +- {lam_fit*se[0]/KCPS:.2f} kcps")
print(f"fitted A: {a_fit:.4f} +- {a_se:.4f}")
show("correlation of ln B and ln tau", cov[1, 2] / (se[1] * se[2]), "", 3)
show("trap-caused detections, simulation labels", 100 * labels.mean(), "%", 4)
show("trap-caused detections, fit", 100 * r_fit.mean(), "%", 4)
show("label minus prediction, in std deviations", label_z, "", 3)
show("KS p-value of rescaled waits", ks_main, "", 3)
th_hist, _, _ = fit(x, dead, carry=False)
show("mean memory excess S-1", trap_memory(x, tau)[0].mean() - 1, "", 3)
show("histogram-only afterpulse probability",
     100 * (1 - np.exp(-np.exp(th_hist[1]))), "%", 4)
show("histogram-only trap lifetime", np.exp(th_hist[2]), "ns", 4)

# ------------------------------------------- strong afterpulsing, memory test
d2, tau2, lam2, a2 = 30.0, 100.0, 2500 * KCPS, 0.6
b2 = a2 * np.exp(-d2 / tau2)
truth2 = np.log([lam2, b2, tau2])
t2, _ = simulate(60000, lam2, 1.2, 0.5, tau2, d2, rng)
x2 = np.diff(t2)
full, cov2, ll_full = fit(x2, d2)
hist, cov_h, ll_hist = fit(x2, d2, carry=False)
assert np.all(np.abs(full - truth2) < 4 * np.sqrt(np.diag(cov2)))
assert abs(hist[1] - truth2[1]) > 5 * np.sqrt(cov_h[1, 1])
ks_full = stats.kstest(evaluate(truth2, x2, d2)[4], "expon").pvalue
ks_hist = stats.kstest(evaluate(truth2, x2, d2, False)[4], "expon").pvalue
assert ks_full > 1e-3 and ks_hist < 1e-6
print("STRONG AFTERPULSING")
print(f"dead {d2:.0f} ns, tau {tau2:.0f} ns, background {lam2/KCPS:.0f} kcps")
print(f"A {a2:.2f}, intervals {len(x2)}")
show("true B", b2, "", 4)
print(f"B from ordered likelihood: {np.exp(full[1]):.4f} +- "
      f"{np.exp(full[1])*np.sqrt(cov2[1,1]):.4f}")
print(f"B from histogram only: {np.exp(hist[1]):.4f} +- "
      f"{np.exp(hist[1])*np.sqrt(cov_h[1,1]):.4f}")
print(f"tau ordered, histogram: {np.exp(full[2]):.1f}, {np.exp(hist[2]):.1f} ns")
show("log-likelihood gain from memory", ll_full - ll_hist, "", 4)

# likelihood from its definition: all earlier avalanches, numerical integral
direct = 0.0
for k in range(15):
    past = t2[:k + 1]

    def hazard(t):
        return lam2 + a2 / tau2 * np.sum(np.exp(-(t - past) / tau2))

    area = integrate.quad(hazard, t2[k] + d2, t2[k + 1], epsabs=1e-12,
                          epsrel=1e-11, limit=200)[0]
    direct += np.log(hazard(t2[k + 1])) - area
assert abs(direct - evaluate(truth2, x2[:15], d2)[0]) < 1e-7
probe = truth2 + np.array([0.1, -0.2, 0.15])
score = evaluate(probe, x2[:300], d2)[1]
for i in range(3):
    e = np.eye(3)[i] * 1e-5
    diff = (evaluate(probe + e, x2[:300], d2)[0]
            - evaluate(probe - e, x2[:300], d2)[0]) / 2e-5
    assert abs(diff - score[i]) < 1e-4 * (1 + abs(score[i]))

# next-detection cause for an isolated avalanche: closed form and quadrature
for rate, b, life in ((lam, b_true, tau), (lam2, b2, tau2)):
    u, w = live_grid(rate)
    y = np.exp(-u / life)
    quadrature = np.sum(w * b / life * y * np.exp(-rate * u - b * (1 - y)))
    c = rate * life
    closed = b * np.exp(-b) * special.hyp1f1(1 + c, 2 + c, b) / (1 + c)
    assert abs(closed - quadrature) < 1e-9
    show(f"isolated trap-caused probability, B={b:.4f}", 100 * closed, "%", 4)

# ---------------------------------------------------- scatter of repeated fits
runs, n_run = 40, 20000
pulls = []
for _ in range(runs):
    t_run, _ = simulate(n_run, lam, filled, trigger, tau, dead, rng)
    th, cv, _ = fit(np.diff(t_run), dead)
    pulls.append((th - truth) / np.sqrt(np.diag(cv)))
pulls = np.array(pulls)
# four standard errors of the mean, plus the skewness of a finite sample
assert np.all(np.abs(pulls.mean(axis=0)) < 0.7)
assert np.all((pulls.std(axis=0, ddof=1) > 0.65)
              & (pulls.std(axis=0, ddof=1) < 1.45))
print(f"REPEATED FITS: {runs} runs of {n_run} intervals")
print("error/std error, mean for lam, B, tau:", np.round(pulls.mean(axis=0), 2))
print("error/std error, spread for lam, B, tau:",
      np.round(pulls.std(axis=0, ddof=1), 2))

# ------------------------------------------------------- choice of light level
duration = 0.4e9
print(f"LIGHT LEVEL (memory neglected), fixed time {duration*1e-9:.1f} s")
for rate in (50 * KCPS, lam, 5000 * KCPS):
    u, w = live_grid(rate)
    surv = np.exp(-rate * u - b_true * (1 - np.exp(-u / tau)))
    dens = surv * (rate + b_true / tau * np.exp(-u / tau))
    info = evaluate(np.log([rate, b_true, tau]), u + dead, dead, False,
                    w * dens)[2]
    unit_se = np.sqrt(np.diag(np.linalg.inv(info)))
    n_time = duration / (dead + np.sum(w * surv))
    if rate == lam:
        assert np.all(np.abs(unit_se / np.sqrt(n) / se - 1) < 0.2)
    print(f"{rate/KCPS:.0f} kcps: error of B {100*unit_se[1]/np.sqrt(n):.2f} % "
          f"at {n} counts, {100*unit_se[1]/np.sqrt(n_time):.2f} % at fixed time")

# --------------------------------- neglected effects, without sampling noise
u, w = live_grid(lam)
y = np.exp(-u / tau)
base = np.exp(-lam * u - b_true * (1 - y)) * (lam + b_true / tau * y)
ramp = 5.0                                  # recharge time constant, ns
mix = 1 / (1 / tau + 1 / ramp)
gate = 1 - np.exp(-u / ramp)
ramp_area = (lam * (u - ramp * gate) + b_true / tau
             * (tau * (1 - y) - mix * (1 - np.exp(-u / mix))))
recharge = np.exp(-ramp_area) * gate * (lam + b_true / tau * y)
b_slow, tau_slow = 0.1 * b_true, 500.0      # second, slower trap
y_slow = np.exp(-u / tau_slow)
second = (np.exp(-lam * u - b_true * (1 - y) - b_slow * (1 - y_slow))
          * (lam + b_true / tau * y + b_slow / tau_slow * y_slow))
single = np.exp(-lam * u) * (lam * (1 - p_true * (1 - y)) + p_true / tau * y)
print("NEGLECTED EFFECTS: fitted probability and lifetime")
print(f"recharge constant {ramp:.0f} ns; slow trap {tau_slow:.0f} ns, "
      f"B ratio {b_slow/b_true:.1f}")
show("true total probability with slow trap",
     100 * (1 - np.exp(-b_true - b_slow)), "%", 4)
for name, density in (("none", base), ("gradual recharge", recharge),
                      ("second trap", second), ("single trap site", single)):
    assert abs(np.sum(w * density) - 1) < 1e-8
    th = fit(u + dead, dead, False, n * w * density, truth)[0]
    if name == "none":
        assert np.max(np.abs(th - truth)) < 1e-4
    print(f"{name}: {100*(1-np.exp(-np.exp(th[1]))):.3f} %, "
          f"{np.exp(th[2]):.2f} ns")
clock = 1.0
th_clock = fit(np.diff(np.floor(times / clock) * clock), dead)[0]
print(f"{clock:.0f} ns clock, same data: "
      f"{100*(1-np.exp(-np.exp(th_clock[1]))):.3f} %, {np.exp(th_clock[2]):.2f} ns")

# thermal emission: lifetime proportional to T^-2 exp(E/kT)
energy, temp = 0.3, 293.0
k_ev = constants.k / constants.e


def thermal_life(t):
    return t ** -2 * np.exp(energy / (k_ev * t))


change = thermal_life(temp + 1) / thermal_life(temp) - 1
local_slope = (thermal_life(temp + 0.01) / thermal_life(temp - 0.01) - 1) / 0.02
assert abs(local_slope + (2 + energy / (k_ev * temp)) / temp) < 1e-4
print(f"trap depth {energy:.1f} eV at {temp:.0f} K: lifetime change "
      f"{100*change:.2f} % for +1 K")
print("all tests passed")
```

Output:

```
EXAMPLE, rough silicon regime
dead time: 50 ns
true trap lifetime: 60 ns
true background rate: 500 kcps
mean filled traps per avalanche: 0.12
trigger probability: 0.5
number of intervals: 200000
mean interval: 2007 ns
true A: 0.06
true B: 0.026076
true afterpulse probability: 2.574 %
fitted afterpulse probability: 2.567 +- 0.087 %
fitted trap lifetime: 60.74 +- 3.00 ns
fitted background: 498.03 +- 1.20 kcps
fitted A: 0.0592 +- 0.0019
correlation of ln B and ln tau: 0.626
trap-caused detections, simulation labels: 2.535 %
trap-caused detections, fit: 2.538 %
label minus prediction, in std deviations: 0.103
KS p-value of rescaled waits: 0.349
mean memory excess S-1: 0.0184
histogram-only afterpulse probability: 2.617 %
histogram-only trap lifetime: 60.85 ns
STRONG AFTERPULSING
dead 30 ns, tau 100 ns, background 2500 kcps
A 0.60, intervals 60000
true B: 0.4445
B from ordered likelihood: 0.4382 +- 0.0054
B from histogram only: 0.6014 +- 0.0114
tau ordered, histogram: 100.8, 98.3 ns
log-likelihood gain from memory: 478.8
isolated trap-caused probability, B=0.0261: 2.499 %
isolated trap-caused probability, B=0.4445: 29.4 %
REPEATED FITS: 40 runs of 20000 intervals
error/std error, mean for lam, B, tau: [ 0.24 -0.09 -0.06]
error/std error, spread for lam, B, tau: [1.   1.19 1.09]
LIGHT LEVEL (memory neglected), fixed time 0.4 s
50 kcps: error of B 1.73 % at 200000 counts, 5.42 % at fixed time
500 kcps: error of B 3.61 % at 200000 counts, 3.61 % at fixed time
5000 kcps: error of B 19.69 % at 200000 counts, 6.91 % at fixed time
NEGLECTED EFFECTS: fitted probability and lifetime
recharge constant 5 ns; slow trap 500 ns, B ratio 0.1
true total probability with slow trap: 2.828 %
none: 2.574 %, 60.00 ns
gradual recharge: 2.361 %, 96.06 ns
second trap: 2.659 %, 61.80 ns
single trap site: 2.578 %, 60.68 ns
1 ns clock, same data: 2.567 %, 60.73 ns
trap depth 0.3 eV at 293 K: lifetime change -4.61 % for +1 K
all tests passed
```
